\section*{The best layer fraction of a thick absorbing bilayer mirror, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from single scattering to the peak at fixed composition}

\subsection{What the answer can depend on}

A mirror repeats a period of thickness $d$ made of two uniform layers, H and L. Their refractive indices are
\begin{equation}
n_j=1-\delta_j+i\beta_j ,\qquad j=\mathrm{H,L},
\end{equation}
with time factor $e^{-i\omega t}$, so that $\beta>0$ means absorption. H denotes the more strongly absorbing layer, $\beta_H>\beta_L>0$. It fills the fraction $G$ of each period. Light arrives at grazing angle $\theta$, measured from the surface. For a very thick stack, which $G$ gives the highest reflectance, if $d$ is readjusted to the reflectance peak for each $G$?

The reflectance is dimensionless, so it can depend on $d/\lambda$, $\theta$, $G$ and the four optical constants, where $\lambda$ is the vacuum wavelength. Three reductions follow when the optical constants are small.
\begin{enumerate}
\item Readjusting $d$ removes $d/\lambda$ from the list.
\item Adding the same number to $\delta_H$ and $\delta_L$ changes the mean wavelength inside the stack. A change of $d$ compensates for this, so $\delta_H-\delta_L$ remains.
\item To leading order, reflection and absorption per period are both proportional to the optical constants. Multiplying all of these by a common factor changes the number of periods that take part, but not the outcome for an unlimited stack. For s polarization the angle enters as such a common factor, as the equations below show.
\end{enumerate}
Three quantities are left, $\delta_H-\delta_L$, $\beta_H$ and $\beta_L$, and a common factor in them is irrelevant. The best fraction is therefore a function of two ratios,
\begin{equation}
G=F(g,f),\qquad g=\frac{\beta_L}{\beta_H-\beta_L},\qquad f=\frac{\delta_H-\delta_L}{\beta_H-\beta_L}.
\end{equation}
Scaling can go no further. The calculation will show that $f$ drops out and that
\begin{equation}
\tan(\pi G)=\pi(G+g),\qquad 0<G<\tfrac12 .
\end{equation}

The numbers below belong to a model mirror at photon energy 100 eV and normal incidence, with $\delta_H=0.08$, $\beta_H=0.006$, $\delta_L=0.01$ and $\beta_L=0.0015$. Then $\beta_H-\beta_L=0.0045$, which gives $g=0.0015/0.0045=0.333$ and $f=0.07/0.0045=15.56$.

\subsection{The simplest case: a few periods, one scattering}

In atomic units $k=\omega/c$. Let $z$ point into the stack and let $q=k\sin\theta$ be the normal component of the vacuum wave vector. For s polarization (electric field parallel to the layers), or at normal incidence, the field obeys
\begin{equation}
E''+\left[q^2+k^2\chi(z)\right]E=0,\qquad \chi=n^2-1\simeq-2\delta+2i\beta .
\end{equation}
The dropped part of $\chi$ is $(-\delta+i\beta)^2$, of second order.

For a weakly reflecting stack of a few periods, replace the field in the term with $\chi$ by the incident wave $e^{iqz}$. The scattered field then obeys $E_s''+q^2E_s=-k^2\chi e^{iqz}$. The outgoing solution for a unit point source at $z'$ is $e^{iq|z-z'|}/(2iq)$: its slope jumps by $2iq/(2iq)=1$ at the source, as required. In front of the stack $|z-z'|=z'-z$, and
\begin{equation}
E_s(z)=-\frac{k^2}{2iq}\int\chi(z')\,e^{iqz'}e^{iq(z'-z)}dz'
=e^{-iqz}\,\frac{ik^2}{2q}\int\chi(z')\,e^{2iqz'}dz' .
\end{equation}
The factor multiplying $e^{-iqz}$ is the reflected amplitude. The contribution of the layering is largest when all periods add in phase. With $Q=2\pi/d$ this means $2q=Q$, the first Bragg order.

The integral is then $N$ times that over one period. Put $z=0$ at the centre of an H layer and write $\chi=\sum_m\chi_m e^{imQz}$. A constant integrates to zero against $e^{-iQz}$ over a period, so only the excess $\Delta\chi=\chi_H-\chi_L$ inside H counts:
\begin{equation}
\chi_1=\frac{\Delta\chi}{d}\int_{-Gd/2}^{Gd/2}\cos(Qz)\,dz
=\frac{2\Delta\chi}{Qd}\sin\frac{QGd}{2}
=\Delta\chi\,\frac{\sin\pi G}{\pi}.
\end{equation}
The profile is even about $z=0$, hence $\chi_{-1}=\chi_1$. For $N$ periods,
\begin{equation}
r_N=\frac{ik^2}{2q}\,Nd\,\chi_1,\qquad
|r_N|=\frac{N|\Delta n|\sin\pi G}{\sin^2\theta},
\end{equation}
where $d=\pi/q$, $|\Delta\chi|=2|\Delta n|$ and $\Delta n=n_H-n_L$ were used.

At this period the maximum lies at $G=1/2$, whatever the materials. If $d$ is readjusted as well, the outer faces of the short stack contribute at the same order in $\chi$, and the best fraction stays near $1/2$ provided $N|\Delta\chi|$ is large compared with $|\chi_H|$ and $|\chi_L|$. For the model mirror $|\Delta n|=(0.07^2+0.0045^2)^{1/2}=0.070$. Five periods should thus reflect about $(5\times0.070)^2=0.12$. For a free-standing stack with L on top, the full solution of the wave equation gives 0.109 at its own best fraction, $G=0.510$; on a substrate of L or H material the value is 0.106 or 0.088. The small excess over $1/2$ is outside this leading-order estimate. For ten periods the estimate would be 0.49, while the full value is 0.316. Repeated scattering can no longer be ignored.

\subsection{Generalization: two waves that feed each other}

Let the forward and backward waves both have slowly varying amplitudes,
\begin{equation}
E=A(z)e^{iQz/2}+B(z)e^{-iQz/2}.
\end{equation}
Two differentiations give
\begin{equation}
E''=\left(A''+iQA'-\tfrac{Q^2}{4}A\right)e^{iQz/2}
+\left(B''-iQB'-\tfrac{Q^2}{4}B\right)e^{-iQz/2}.
\end{equation}
In the product $\chi E$, the terms varying as $e^{iQz/2}$ are $\chi_0A$ and $\chi_1B$. Those varying as $e^{-iQz/2}$ are $\chi_0B$ and $\chi_{-1}A$. The remaining terms, such as $e^{3iQz/2}$, are far from satisfying the wave equation in the mean medium. They affect $A$ and $B$ at the next order in $\chi$ and are dropped. Define
\begin{equation}
S=q^2-\frac{Q^2}{4}+k^2\chi_0,\qquad K=k^2\chi_1 .
\end{equation}
Collecting equal exponentials, without second derivatives, gives $iQA'+SA+KB=0$ and $-iQB'+SB+KA=0$, or
\begin{equation}
A'=\frac iQ(SA+KB),\qquad B'=-\frac iQ(SB+KA).
\label{eq:env}
\end{equation}
Each derivative of an amplitude brings a factor of order $K/Q$ near the peak. So $A''$ is smaller than $QA'$ by a factor of order $K/Q^2$, that is $|\chi|/\sin^2\theta$. This ratio must be small.

The limit of a short stack checks the equations. To first order in $\chi$ one can insert $A\simeq1$ and drop the product $SB$, so that $B'=-iK/Q$. With $B=0$ at the back, $z=L=Nd$, integration gives $B(0)=iKL/Q$. For $Q=2q$ this is $ik^2\chi_1Nd/(2q)$, the single-scattering result.

The scaling claim made at the start can now be verified. If $S$ and $K$ are multiplied by a common factor and $z$ is divided by it, equations \eqref{eq:env} do not change. An unlimited stack has no length that could register this change.

\subsection{The thick stack}

Removing some periods from the front of an unlimited stack leaves an equal stack. Hence $B=rA$ with a constant $r$. Differentiating $B/A$ and inserting \eqref{eq:env},
\begin{equation}
0=\left(\frac BA\right)'=\frac{B'}A-r\frac{A'}A
=-\frac iQ\left[(Sr+K)+r(S+Kr)\right],
\end{equation}
so that $Kr^2+2Sr+K=0$. Division by $Kr$ yields
\begin{equation}
r+\frac1r=-2w,\qquad w=\frac SK .
\label{eq:rw}
\end{equation}
The two roots have product 1. Energy decides between them. From \eqref{eq:env},
\begin{align}
(|A|^2)'&=2\,\mathrm{Re}(A^*A')=-\frac2Q\left[\mathrm{Im}S\,|A|^2+\mathrm{Im}(KA^*B)\right],\\
(|B|^2)'&=2\,\mathrm{Re}(B^*B')=+\frac2Q\left[\mathrm{Im}S\,|B|^2+\mathrm{Im}(KB^*A)\right].
\end{align}
Since $A^*B+B^*A=2\,\mathrm{Re}(A^*B)$ is real, subtraction gives
\begin{equation}
(|A|^2-|B|^2)'=-\frac2Q\left[\mathrm{Im}S\,(|A|^2+|B|^2)+2\,\mathrm{Im}K\,\mathrm{Re}(A^*B)\right].
\label{eq:flux}
\end{equation}
The bracket is the absorption. With $\Delta\beta=\beta_H-\beta_L$ and the average $\bar\beta=G\beta_H+(1-G)\beta_L=\Delta\beta(G+g)$,
\begin{equation}
\mathrm{Im}S=2k^2\Delta\beta(G+g),\qquad
\mathrm{Im}K=2k^2\Delta\beta\,\frac{\sin\pi G}{\pi}.
\end{equation}
Because $\sin\pi G<\pi G$, $\mathrm{Im}S>\mathrm{Im}K>0$. Also $2|\mathrm{Re}(A^*B)|\le|A|^2+|B|^2$, so the bracket is positive. The flux $|A|^2-|B|^2$ thus falls with depth. It tends to zero deep inside, so it is positive at the surface, and $|r|<1$ is the required root.

The vacuum face adds a reflected amplitude of order $|\chi|/\sin^2\theta$. It is neglected here, which requires it to be small compared with $|r|$. Cutting the stack elsewhere than at an H centre changes the phase of $r$, not its modulus. At this order, then, $R=|r|^2$.

A limit without absorption is instructive. If all $\beta$ vanish, $w$ is real. For $|w|<1$ the roots $-w\pm i\sqrt{1-w^2}$ have modulus 1, and an unlimited stack reflects everything for every $G$ between 0 and 1. In a thick mirror, absorption therefore selects the best $G$.

\subsection{The peak at a given composition}

Write $\Delta\delta=\delta_H-\delta_L$ and $\bar\delta=G\delta_H+(1-G)\delta_L$. All parts of $S$ and $K$ contain the factor $2k^2\Delta\beta\sin(\pi G)/\pi$ if the real number $X$ is defined by
\begin{equation}
\mathrm{Re}S=q^2-\frac{Q^2}4-2k^2\bar\delta
=2k^2\Delta\beta\,\frac{\sin\pi G}{\pi}\,X .
\label{eq:X}
\end{equation}
Since $K=2k^2(-\Delta\delta+i\Delta\beta)\sin(\pi G)/\pi$, the factor cancels in the ratio:
\begin{equation}
w=\frac{X+iy}{-f+i},\qquad
y=\frac{\mathrm{Im}S}{\mathrm{Im}K}=\frac{\pi(G+g)}{\sin\pi G}>1 .
\end{equation}
Changing $d$ changes $X$ and nothing else in $w$. The peak is the largest $|r|$ over real $X$.

Put $r=\rho e^{i\varphi}$ with $0<\rho<1$, and let
\begin{equation}
a=\tfrac12\left(\tfrac1\rho+\rho\right),\quad
b=\tfrac12\left(\tfrac1\rho-\rho\right),\quad a^2-b^2=1 .
\end{equation}
Then \eqref{eq:rw} reads $w=-a\cos\varphi+ib\sin\varphi$. At constant $\rho$ this is an ellipse. On the other hand, multiplying $w$ by $-f+i$ and taking the imaginary part gives the straight line $\mathrm{Re}\,w-f\,\mathrm{Im}\,w=y$. Together,
\begin{equation}
-a\cos\varphi-fb\sin\varphi=y .
\end{equation}
The left side, as a function of $\varphi$, has maximum $\sqrt{a^2+f^2b^2}$. A value of $\rho$ can thus be reached if $a^2+f^2b^2\ge y^2$. With $a^2=1+b^2$ this becomes $b^2\ge(y^2-1)/(1+f^2)$. Since $b$ falls as $\rho$ rises, the largest $\rho$ belongs to equality:
\begin{equation}
b^2=\frac{y^2-1}{1+f^2},\qquad a^2=\frac{y^2+f^2}{1+f^2}.
\label{eq:ab}
\end{equation}
The line then touches the ellipse, and
\begin{equation}
\cos\varphi=-\frac ay,\qquad \sin\varphi=-\frac{fb}y .
\label{eq:phase}
\end{equation}
The real part of $w(-f+i)$ gives the tuning,
\begin{equation}
X=-f\,\mathrm{Re}\,w-\mathrm{Im}\,w=-\frac{fa^2}y+\frac{fb^2}y=-\frac fy .
\end{equation}
Finally $a-b=\rho$ and $a+b=1/\rho$, hence $R=\rho^2=(a-b)/(a+b)$, or
\begin{equation}
R=\frac{1-u}{1+u},\qquad u=\frac ba=\sqrt{\frac{y^2-1}{y^2+f^2}} .
\label{eq:R}
\end{equation}
Direct maximization of $|r|^2$ over $X$ tests this formula and the value of $X$ for four pairs $(y,f)$.

The limit $f=0$, with contrast in absorption alone, is also easy to check by hand. There $X=0$ and $w=y$, so $r=-y+\sqrt{y^2-1}$. Formula \eqref{eq:R} gives $(y-\sqrt{y^2-1})/(y+\sqrt{y^2-1})=(y-\sqrt{y^2-1})^2$, the same.

For the model mirror at $G=1/2$, $y=\pi(0.5+0.333)=2.618$. Then $u^2=(6.854-1)/(6.854+241.98)=0.02353$, $u=0.1534$ and $R=0.734$. The next question is how much a different fraction can gain.

\section{Second half: the best composition and its limits}

\subsection{Symbols and results carried over}

The more absorbing layer H fills the fraction $G$ of the period $d$. $\Delta$ means the value in H minus that in L, and a bar means the average over a period. Further, $k=\omega/c$, $q=k\sin\theta$, $Q=2\pi/d$, $g=\beta_L/\Delta\beta$ and $f=\Delta\delta/\Delta\beta$. Near the first Bragg order the field consists of waves $A e^{iQz/2}$ and $B e^{-iQz/2}$, with $z=0$ at an H centre. Their equations contain the mean response $S$ and the coupling $K$. In a thick stack $B=rA$ and $r+1/r=-2S/K$. After $d$ has been tuned to the peak,
\begin{equation}
R=\frac{1-u}{1+u},\quad u^2=\frac{y^2-1}{y^2+f^2},\quad
y=\frac{\mathrm{Im}S}{\mathrm{Im}K}=\frac{\pi(G+g)}{\sin\pi G}>1 .
\label{eq:carry}
\end{equation}
These results hold to leading order in the optical constants, for sharp interfaces and for s polarization or normal incidence.

\subsection{Why the refractive contrast drops out}

In \eqref{eq:carry} the fraction $G$ occurs in $y$ alone, because $f$ is fixed by the materials. Treating $u^2$ as a function of $y^2$,
\begin{equation}
\frac{d(u^2)}{d(y^2)}=\frac{(y^2+f^2)-(y^2-1)}{(y^2+f^2)^2}
=\frac{1+f^2}{(y^2+f^2)^2}>0 .
\end{equation}
Thus $u$ rises with $y$. Since $dR/du=-2/(1+u)^2<0$, $R$ falls with $y$. For every $f$, of either sign, the highest reflectance belongs to the smallest $y$. The size of $f$ decides how high the peak is, but not where in $G$ it lies.

The quantity to be minimized is the average absorption divided by the first Fourier component of the absorption profile. A thinner H layer lowers the average. If it is too thin, it also loses the contrast between the places where absorption is strong and weak.

To leading order in the optical constants, the peak reflectance of a thick stack depends on $G$ only through $y$ and falls as $y$ rises, so the best fraction minimizes $y$ whatever the refractive contrast. It remains to find this minimum, to work out the reflectance, period and field there, and to test the result against the full wave equation.
